# Rydberg Atoms in Static Fields: Dipoles, Polarizabilities and the Inglis-Teller Field

A stray field of 1 V/cm is about $2\times10^{-10}$ of the atomic unit of field, and for an atom in its ground state it can usually be forgotten. Carry that habit over to a level with $n=50$ and the error is large. In the model atom treated below, this field moves the 50s level by about 330 MHz, and about 5 V/cm is enough to make neighbouring hydrogenic levels run into each other. Two further mistakes are then close at hand: using a quadratic shift where the shift is linear, and applying an $n^7$ law to states that do not obey it.

Atomic units are used throughout. The field $F$ points along $z$, the electron's perturbation is $+Fz$, and $m=0$. Spin, fine structure and field ionization are left out.

## The estimate

The Bohr energy $E=-1/(2n^2)$ gives a spacing $dE/dn=1/n^3$ between neighbouring levels, and the orbit has a size of order $n^2$. Three estimates follow.

- If states of opposite parity are degenerate, the field can polarize the orbit fully at no cost in energy. The dipole is then of order $n^2$ and the shift is linear in $F$.
- The fans of two neighbouring levels meet when dipole times field is comparable with the spacing: $n^2F\sim n^{-3}$, so $F\sim n^{-5}$.
- If a state is separated from its partners by a fixed fraction of the spacing, its shift is of second order. The polarizability is a squared dipole over an energy gap, $\alpha\sim(n^2)^2/n^{-3}=n^7$.

The first case is hydrogen, and approximately the high-$l$ states of any atom, whose electron hardly enters the core. The third is a low-$l$ state of an atom with a core. There $E=-1/(2\nu^2)$ with $\nu=n-\delta_l$, where the quantum defect $\delta_l$ depends on $l$ and is taken here as independent of $n$.

## The linear Stark effect

Let $\xi=r+z$ and $\eta=r-z$. Since $\nabla r=\hat r$ and $\nabla z=\hat z$,

$$|\nabla\xi|^2=2+\frac{2z}{r}=\frac{2\xi}{r},\quad |\nabla\eta|^2=\frac{2\eta}{r},\quad \nabla\xi\cdot\nabla\eta=0,\quad \nabla^2\xi=\nabla^2\eta=\frac2r .$$

The chain rule gives, for $m=0$,

$$\nabla^2\psi=\frac2r\left[\partial_\xi(\xi\,\partial_\xi\psi)+\partial_\eta(\eta\,\partial_\eta\psi)\right].$$

Multiply the Schrödinger equation $(-\tfrac12\nabla^2-1/r+Fz-E)\psi=0$ by $r$. Use $r=(\xi+\eta)/2$, $rz=(\xi^2-\eta^2)/4$ and $E=-\kappa^2/2$. A product $\psi=f_1(\xi)f_2(\eta)$ then separates the equation into

$$\left[-\frac{d}{d\xi}\xi\frac{d}{d\xi}+\frac{\kappa^2\xi}{4}+\frac{F\xi^2}{4}\right]f_1=Z_1f_1,$$

and the same equation for $f_2(\eta)$ with $-F$ and $Z_2$, where $Z_1+Z_2=1$. With $x=\kappa\xi$ (or $\kappa\eta$), division by $\kappa$ gives

$$\left[-\frac{d}{dx}x\frac{d}{dx}+\frac x4\pm\frac{f x^2}{4}\right]f_i=\varepsilon_if_i,\qquad f=\frac{F}{\kappa^3},\qquad \kappa(\varepsilon_1+\varepsilon_2)=1 .$$

For $f=0$ try $e^{-x/2}L_q(x)$. The operator turns it into $e^{-x/2}\{-[xL_q''+(1-x)L_q']+\tfrac12L_q\}$. Laguerre's equation says that the square bracket equals $-qL_q$, so $\varepsilon=q+\tfrac12$.

These functions are orthonormal on $x>0$. From

$$xL_q=(2q+1)L_q-(q+1)L_{q+1}-qL_{q-1}$$

the squared norm of $x$ times the state is

$$\langle x^2\rangle=(2q+1)^2+(q+1)^2+q^2=6q^2+6q+2 .$$

Let the two indices be $n_1$ and $n_2$, with $n=n_1+n_2+1$ and $k=n_1-n_2$. To first order in $f$,

$$\varepsilon_1+\varepsilon_2=n+\frac f4\,6\,(n_1^2+n_1-n_2^2-n_2)=n+\frac32fkn,$$

because the bracket factors into $(n_1-n_2)(n_1+n_2+1)$. Hence $\kappa=n^{-1}(1+\tfrac32fk)^{-1}$. In the correction $\kappa=1/n$ suffices, so $f=n^3F$ and

$$E=-\frac{\kappa^2}{2}\approx-\frac{1}{2n^2}(1-3fk)=-\frac1{2n^2}+\frac32nkF,\qquad k=-(n-1),\dots,n-1$$

in steps of 2. The slope $dE/dF=\langle z\rangle=\tfrac32nk$ is the mean displacement of the electron, and its magnitude is that of the dipole moment. The largest value is $\tfrac32n(n-1)$, which approaches $\tfrac32n^2$.

For $n=50$ it is $1.5\times50\times49=3675\,ea_0$, or 9341 debye.

## Where neighbouring levels meet

The highest component of $n$ rises with slope $\tfrac32n(n-1)$, and the lowest component of $n+1$ falls with slope $\tfrac32(n+1)n$. Their separation closes at the rate

$$\frac32n[(n-1)+(n+1)]=3n^2 .$$

The initial gap is

$$\frac1{2n^2}-\frac1{2(n+1)^2}=\frac{2n+1}{2n^2(n+1)^2}.$$

Dividing the gap by the rate gives the Inglis-Teller field,

$$F_{\rm IT}=\frac{2n+1}{6n^4(n+1)^2}\;\longrightarrow\;\frac1{3n^5}\quad(n\gg1).$$

For $n=50$ the first-order formula gives $101/(6\times50^4\times51^2)=1.0355\times10^{-9}$ a.u., and the limit gives $1.0667\times10^{-9}$ a.u. Solving the separated equations numerically in a finite basis, without expanding in $F$, gives $1.0352\times10^{-9}$ a.u., or 5.32 V/cm. Relative to this value, the first-order formula is off by 0.03% and $1/(3n^5)$ is 3% too high.

Above this field, $n$ no longer labels separate groups of levels. The crossing itself belongs to hydrogen, where the equation separates. A core spoils the separation and can couple the two components. For other atoms $F_{\rm IT}$ estimates where the hydrogenic fans meet. It does not say where a fan reaches a low-$l$ level, which its quantum defect places between the fans and which shifts in the field itself.

## The low-$l$ polarizability

A nondegenerate state of definite parity has $\langle z\rangle=0$. Second-order perturbation theory gives

$$\Delta E=-\frac12\alpha F^2,\qquad \alpha=2\sum\frac{|z|^2}{E'-E},$$

where $z$ stands for the matrix element to the state of energy $E'$. It connects $l$ to $l'=l\pm1$. From $(2l+1)\cos\theta\,P_l=(l+1)P_{l+1}+lP_{l-1}$ and $\int_{-1}^1P_l^2\,d\cos\theta=2/(2l+1)$, the squared angular factors are

$$W_{l+1}=\frac{(l+1)^2}{(2l+1)(2l+3)},\qquad W_{l-1}=\frac{l^2}{(2l-1)(2l+1)} .$$

For an s state there is one channel, with $W=1/3$.

### The radial element

At large $\nu$ and low $l$ most of the radial integral comes from far outside the core, where the quasi-classical form holds:

$$u=\frac{A}{\sqrt p}\cos\left(\varphi-\frac\pi4\right),\qquad \varphi=\int_r^{r_{\rm out}}p\,dr .$$

The phase is counted from the outer turning point $r_{\rm out}$, so the core enters through $\nu$ alone. To leading order the centrifugal term is dropped and $p^2=2/r-1/\nu^2$. Setting $r=\nu^2(1+\cos w)$ gives $p=\tan(w/2)/\nu$. The classical time from the outer turning point then obeys

$$dt=\frac{|dr|}{p}=\frac{\nu^3\sin w\,dw}{\tan(w/2)}=\nu^3(1+\cos w)\,dw,\qquad \tau\equiv\frac t{\nu^3}=w+\sin w .$$

The way in takes $t=\pi\nu^3$. Replacing $\cos^2$ by its mean in the normalization gives $\tfrac12A^2\pi\nu^3=1$.

For two states let $s=\nu'-\nu$, so that $E'-E\approx s/\nu^3$. Since $\partial p/\partial E=1/p$, we have $\partial\varphi/\partial E=\int dr/p=t$, and the phases differ by $s\tau$. In the product of the two cosines the term with the sum of the phases is dropped. It oscillates rapidly except near the outer turning point, where the quasi-classical form itself fails, so the result is compared with explicit sums below. The radial element becomes

$$\frac{A^2}2\int r\cos(s\tau)\,dt=\nu^2g(s),\qquad g(s)=\frac1\pi\int_0^\pi(1+\cos w)^2\cos[s(w+\sin w)]\,dw .$$

One factor $1+\cos w$ is the radius $\rho=r/\nu^2$, and the other comes from $d\tau$. In particular $g(0)=1+\tfrac12=\tfrac32$, in accord with the hydrogen dipole.

### The sum over levels

In each channel $s=s_0+j$, with $j$ an integer and $s_0=\delta_l-\delta_{l'}$. Thus

$$\alpha\approx2\nu^7\sum_{l'}W_{l'}\sum_j\frac{g(s)^2}{s} .$$

The terms fall off quickly with $|s|$, so $j$ may run over all integers. To sum them, expand $e^{-is_0\theta}$ on $0<\theta<2\pi$ in the functions $e^{ij\theta}$. The coefficients are $(1-e^{-2\pi is_0})/(2\pi is)$. Rearranged, this says

$$\sum_j\frac{e^{is\theta}}s=\frac{2\pi i}{1-e^{-2\pi is_0}}=\pi\cot\pi s_0+i\pi\qquad(0<\theta<2\pi),$$

and complex conjugation gives $\pi\cot\pi s_0-i\pi$ for $-2\pi<\theta<0$.

Extend $\rho(\tau)$ as an even function to $-\pi<\tau<\pi$. Then $g(s)=\frac1{2\pi}\int\rho\,e^{is\tau}d\tau$ is real, and

$$\sum_j\frac{g^2}s=\frac1{4\pi^2}\iint\rho(\tau)\rho(\tau')\sum_j\frac{e^{is(\tau-\tau')}}s\,d\tau\,d\tau'=\pi\cot(\pi s_0)\,g(0)^2=\frac{9\pi}4\cot\pi s_0 .$$

The $\pm i\pi$ part cancels because it changes sign when $\tau$ and $\tau'$ are exchanged. For an s state,

$$\alpha\approx\frac{3\pi}2\cot[\pi(\delta_s-\delta_p)]\,\nu^7 .$$

The factor $\nu^7$ is the estimate made at the start; the cotangent states its condition. For small $s_0$ it gives $\tfrac32\nu^7/s_0$, the contribution of one nearby p level with $g=\tfrac32$. This grows without limit as the levels become degenerate, but the range of fields with a quadratic shift shrinks, and the linear effect takes over. At $s_0=\tfrac12$ the levels above and below lie in pairs at $\pm s$. Since $g$ is even, they cancel, and the $\nu^7$ term vanishes.

### The next order

Two effects are smaller by one power of $\nu$.

The first is the choice of reference orbit. Let $\nu_c=\nu+s/2$ be the mean of $\nu$ and $\nu'$. The phase difference, expanded about $\nu_c$, has no term in $s^2$, so $\nu_c^2g(s)$ has no correction of relative order $s/\nu$ from this source. The gap is

$$E'-E=\frac{(\nu'-\nu)(\nu'+\nu)}{2\nu^2\nu'^2}=\frac{s\,\nu_c}{\nu^2\nu'^2}\approx\frac s{\nu_c^3},$$

since $\nu\nu'=\nu_c^2-s^2/4$. Each term of the sum therefore carries $\nu_c^7\approx\nu^7[1+7s/(2\nu)]$. The correction needs $\sum_jg^2$. The numbers $g(s_0+j)$ are Fourier coefficients of $\rho\,e^{is_0\tau}$, so Parseval's theorem gives

$$\sum_jg^2=\frac1{2\pi}\int_{-\pi}^{\pi}\rho^2d\tau=\frac1\pi\int_0^\pi(1+\cos w)^3dw=\frac52 .$$

The second effect is the difference of the centrifugal terms, $\lambda/r^2$ with $\lambda=\tfrac12[l'(l'+1)-l(l+1)]$. It changes $p$ by $-\lambda/(r^2p)$, and the phase difference by

$$-\lambda\int\frac{dt}{r^2}=-\frac\lambda\nu\int_0^w\frac{dw'}{1+\cos w'}=-\frac\lambda\nu\tan\frac w2 .$$

Expand the cosine to first order and use $(1+\cos w)\tan(w/2)=\sin w$. Then $g$ is replaced by $g+(\lambda/\nu)h$, with

$$h(s)=\frac1\pi\int_0^\pi\sin w\,(1+\cos w)\sin[s(w+\sin w)]\,dw .$$

The expansion fails close to $w=\pi$, near the nucleus, but there the weight $(1+\cos w)^2$ vanishes.

Now $g^2$ gains $2(\lambda/\nu)gh$, and $\sum gh/s$ is needed. Write both functions as integrals over $-\pi<\tau<\pi$, with $y=\sin w$ odd in $\tau$:

$$\sum_j\frac{gh}s=\frac1{4\pi^2}\iint\rho(\tau)\,y(\tau')\sum_j\frac{\cos s\tau\,\sin s\tau'}s\,d\tau\,d\tau' .$$

The product of sine and cosine is $\tfrac12[\sin s(\tau'+\tau)+\sin s(\tau'-\tau)]$. The imaginary part of the earlier sum gives $\sum_j\sin(s\theta)/s=\pi\,\mathrm{sgn}\,\theta$. The inner sum is therefore $\pi\,\mathrm{sgn}\,\tau'$ if $|\tau'|>|\tau|$, and zero otherwise. The four sign combinations contribute equally, so with $P(w)=\int_0^w(1+\cos w')^2dw'$,

$$\sum_j\frac{gh}s=\frac1\pi\int_0^\pi\sin w\,(1+\cos w)\,P(w)\,dw=\frac1{2\pi}\int_0^\pi(1+\cos w)^4dw=\frac{35}{16}.$$

The second form follows by parts, since $\sin w(1+\cos w)\,dw=-d[(1+\cos w)^2/2]$ and the boundary terms vanish. The last integral uses the mean $1+6\cdot\tfrac12+\tfrac38=\tfrac{35}8$.

Collecting $2W[\tfrac{9\pi}4\cot\pi s_0+\tfrac7{2\nu}\cdot\tfrac52+\tfrac{2\lambda}\nu\cdot\tfrac{35}{16}]$,

$$\boxed{\alpha\approx\nu^7\sum_{l'}W_{l'}\left[\frac{9\pi}2\cot\pi(\delta_l-\delta_{l'})+\frac{35(2+\lambda)}{4\nu}\right]}$$

For a short-range core $\lambda=l+1$ in the upward channel and $-l$ in the downward one. An s state then has a second term $\tfrac{35}4\nu^6$, which leads when $\delta_s-\delta_p$ is a half-integer.

## Comparison at $n=50$

Take a model atom with $\delta_s=0.4$, $\delta_p=0.1$ and no defect for higher $l$. These are round parameters, not those of an element. The defects are produced by replacing $l$ with $L=l-\delta_l$ in the centrifugal term of hydrogen. This keeps the radial equation solvable and the defects constant, but the change is not short-ranged. From s to p,

$$\lambda=\tfrac12[0.9\times1.9-(-0.4)\times0.6]=0.975$$

instead of 1, and the $\nu^6$ coefficient is $35\times2.975/12=8.677$ instead of 8.75.

For 50s, $\nu=49.6$ and $s_0=0.3$. The formula gives

$$\frac\alpha{\nu^7}=3.424+\frac{8.677}{49.6}=3.599,$$

and an explicit sum over bound states gives 3.598. The leading term alone is 5% below the sum. The sums at $n=25$, 50 and 100 give 3.772, 3.598 and 3.511, so the pure seventh power is approached slowly, as a $1/\nu$ correction requires.

The one-level estimate $1.5/s_0=5.0$ is too high for two reasons. With $g(0.3)=1.349$, the 50p level gives $\tfrac23\times1.349^2/0.3=4.04$. The 49p level lies below 50s, at $s=-0.7$ with $g=0.798$, and contributes $-\tfrac23\times0.798^2/0.7=-0.61$. With one more digit the two contributions are 4.044 and $-0.606$, together 3.44, close to the full coefficient 3.424.

In absolute terms $\alpha(50\mathrm s)=2.66\times10^{12}$ a.u., or 661 MHz/(V/cm)$^2$. For 50p with $m=0$ the two-term formula gives $6.50\times10^{12}$ a.u. and the sum $6.48\times10^{12}$ a.u.

The quadratic shift requires the coupling $F\nu^2$ to be small compared with the gap $|s|/\nu^3$ to the nearest level of $l\pm1$, where $|s|$ is the distance of $s_0$ from the nearest integer (0.3 here), so its range also scales as $\nu^{-5}$. This condition is not sufficient: the level must also stay clear of the hydrogenic fans. If $d$ is the distance of $\delta_l$ from the nearest integer, a fan edge reaches the level roughly when $\tfrac32n^2F=d/n^3$, again a field of order $n^{-5}$. For the model 50s level ($d=0.4$) this is above 4 V/cm. With $\delta_s=0.13$ and $\delta_p=0.65$ it happens near 1.5 V/cm, where the state is only about half 50s although $F\nu^5/|s|$ is just 0.19. For the model 50s level at 0.1 V/cm the quadratic law gives

$$-\tfrac12\times661\times0.1^2=-3.31\ \text{MHz},$$

and diagonalizing the model atom in the field, with the levels $n=46$ to 54, gives the same to the digits shown. At 1 V/cm the quadratic law gives $-330.6$ MHz and the diagonalization $-329.5$ MHz, while the state is still 97.5% 50s. The numerical check contains the explicit sums, the level crossing and these diagonalizations.

## Computed values

```
principal quantum number n = 50
model defects: s 0.4, p 0.1, higher l 0
atomic unit of field = 5.14221e+11 V/m
spacing n to n+1 = 7.7662e-06 hartree
spacing n to n+1 = 51.10 GHz
estimate of spacing 1/n^3 = 8.0000e-06 hartree
largest dipole, diagonalization = 3675.00 e a0
largest dipole, 3n(n-1)/2 = 3675.0 e a0
largest dipole = 9341 debye
large-n estimate 3n^2/2 = 3750.0 e a0
Inglis-Teller 1/(3n^5) = 1.0667e-09 a.u.
Inglis-Teller first order = 1.0355e-09 a.u.
Inglis-Teller all orders = 1.0352e-09 a.u.
all orders / first order = 0.999697
Inglis-Teller 1/(3n^5) = 5.485 V/cm
Inglis-Teller all orders = 5.323 V/cm
effective quantum number of 50s = 49.6
nu_p - nu_s for equal n: s0 = 0.3
centrifugal difference s to p in the model: lam = 0.975
<49p|r|50s> = 1907.7 a0, s = -0.7; /nu_c^2 = 0.7865; g = 0.7975; g + lam h/nu_c = 0.7866
<50p|r|50s> = 3355.1 a0, s = 0.3; /nu_c^2 = 1.3556; g = 1.3490; g + lam h/nu_c = 1.3558
<51p|r|50s> = -48.4 a0, s = 1.3; /nu_c^2 = -0.0192; g = -0.0230; g + lam h/nu_c = -0.0193
sum of g^2/s = 5.1356
(9 pi/4) cot(pi s0) = 5.1356
sum of g^2 = 2.5000
sum of g h/s = 2.1875; 35/16 = 2.1875
nearest-level estimate of alpha/nu^7 = 5.000
alpha_s/nu^7 from sum, n = 25: 3.7719
alpha_s/nu^7 from sum, n = 50: 3.5976
alpha_s/nu^7 from sum, n = 100: 3.5106
nu^7 coefficient, s: formula 3.4238, from sums 3.4237
nu^6 coefficient, s: formula 8.677, from sums 8.678
alpha(50s) leading term = 2.5286e+12 a.u.
alpha(50s) two terms = 2.6578e+12 a.u.
alpha(50s) explicit sum = 2.6569e+12 a.u.
alpha(50s) = 661.1 MHz/(V/cm)^2
alpha(50p, m=0) leading term = 6.3008e+12 a.u.
alpha(50p, m=0) two terms = 6.4963e+12 a.u.
alpha(50p, m=0) explicit sum = 6.4823e+12 a.u.
50s shift at 10 V/m: diagonalized -3.306 MHz, quadratic -3.306 MHz
  50s share of that state = 0.9997
50s shift at 100 V/m: diagonalized -329.498 MHz, quadratic -330.565 MHz
  50s share of that state = 0.9751
```
